Brillouin-zone origin and Berry-phase polarization in a Chern insulator

**1. A case that can be seen through**

Take a two-dimensional crystal with a square cell of side a and one filled band. Group the filled states by their wavevector along y, written as s times 2π/a. Each group behaves like a one-dimensional insulator along x and has a mean electron position x(s), measured in cells. This position is defined up to a whole number of cells, because the crystal repeats.

When s increases by 1, the group returns to itself. Its position must then return to an equivalent position, but it may have moved by a whole number of cells. Suppose that it moves by −C cells at a uniform rate:

x(s) = x₀ − C s.

To find the electronic polarization, average x over one period of s. If the period starts at σ, the average is

∫ from σ to σ+1 of (x₀ − C s) ds = x₀ − C(σ + ½).

For C = 0 the starting point is irrelevant. For C ≠ 0, moving it by δ along y changes the average position along x by −Cδ. The rest of these notes shows that the uniform rate is unnecessary, that C is the Chern number, and that the result holds for any lattice.

**2. Conventions and statement**

Let a₁, a₂ be primitive vectors with cell area S = z·(a₁×a₂) > 0, where z is the unit normal. The reciprocal vectors satisfy aᵢ·bⱼ = 2πδᵢⱼ, and k = s₁b₁ + s₂b₂. The electron charge is −e. The crystal is at zero temperature, described by independent electrons or by a mean field, with N filled bands separated by a gap from the empty ones.

Bloch states are written ψ = exp(ik·r)u, with ψ(k+G) = ψ(k) for a reciprocal vector G, so that u(k+G) = exp(−iG·r)u(k). With ∂ᵢ = ∂/∂sᵢ, define

Aᵢ = i Σₙ ⟨uₙ|∂ᵢuₙ⟩, Ω = ∂₁A₂ − ∂₂A₁,

C = (1/2π) ∫∫ Ω ds₁ds₂ over one cell,

where n runs over the filled bands. The string phases are

φ₁(s₂) = ∮ A₁ ds₁, φ₂(s₁) = ∮ A₂ ds₂.

Choose a cell of k-space with corner k₀ = σ₁b₁ + σ₂b₂. Follow φ₁ continuously for s₂ from σ₂ to σ₂+1, follow φ₂ likewise in s₁, and average:

x₁ = (1/2π) ∫ from σ₂ to σ₂+1 of φ₁ ds₂,
x₂ = (1/2π) ∫ from σ₁ to σ₁+1 of φ₂ ds₁,

P[k₀] = −(e/S)(x₁a₁ + x₂a₂).

The fixed positive background adds a constant independent of k₀, which is omitted. The claim, with b₁, b₂ and the cell shape held fixed, is

P[k₀+Δk] − P[k₀] = −(eC/2π) z×Δk, modulo eR/S,

where R is a lattice vector.

The ambiguity eR/S comes from the phases. If the filled states are remixed by a unitary matrix W(k) with det W = exp(iβ), then

A₁ → A₁ + i tr(W†∂₁W) = A₁ + i∂₁ ln det W = A₁ − ∂₁β.

Since W is periodic along the string, β can change only by 2πm around it, with m an integer. Thus φ₁ changes by −2πm and x₁ by −m. The same holds for x₂. The curvature Ω does not change, because the mixed derivatives of β cancel.

**3. How a string phase varies**

To differentiate φ₁ at a given s₂, we need states that are smooth in a narrow strip around that string and periodic along the string, from s₁ = 0 to s₁ = 1. They can be built as follows. Choose smooth filled states on the line s₁ = 0 and carry them smoothly to s₁ = 1. There they equal exp(−ib₁·r) times the initial states, multiplied by a unitary matrix V(s₂). In a narrow strip V = exp(iΘ)exp(iθ(s₂)), with Θ constant and θ small and smooth. Multiplying the states by exp(−is₁θ)exp(−is₁Θ) removes the mismatch at s₁ = 1. The two ends then agree for every s₂ in the strip, so their s₂ derivatives agree too, and A₂(1,s₂) = A₂(0,s₂).

Now use ∂₂A₁ = ∂₁A₂ − Ω:

dφ₁/ds₂ = ∫₀¹ ∂₂A₁ ds₁
= A₂(1,s₂) − A₂(0,s₂) − ∫₀¹ Ω ds₁
= −∫₀¹ Ω ds₁.

For the other direction, ∂₁A₂ = ∂₂A₁ + Ω, and the end terms cancel in the same way:

dφ₂/ds₁ = +∫₀¹ Ω ds₂.

The opposite signs come from the antisymmetry of Ω. Integrating each slope over one period gives

φ₁(s₂+1) − φ₁(s₂) = −2πC,
φ₂(s₁+1) − φ₂(s₁) = +2πC.

Each left side is a difference between phases of the same closed string, hence a multiple of 2π. This also shows that C is an integer.

**4. Moving the cell**

Let Δk = δ₁b₁ + δ₂b₂. A shift along b₁ does not affect φ₁, because a closed string has no distinguished starting point. A shift along b₂ moves the averaging window. The part common to the old and new windows cancels:

2πΔx₁ = ∫ from σ₂+δ₂ to σ₂+δ₂+1 of φ₁ ds₂ − ∫ from σ₂ to σ₂+1 of φ₁ ds₂
= ∫ from σ₂+1 to σ₂+1+δ₂ of φ₁ ds₂ − ∫ from σ₂ to σ₂+δ₂ of φ₁ ds₂
= ∫ from σ₂ to σ₂+δ₂ of [φ₁(t+1) − φ₁(t)] dt
= −2πCδ₂.

The bracket is constant, so the result is linear in δ₂ however unevenly φ₁ varies. The same steps for φ₂ give the opposite sign:

Δx₁ = −Cδ₂, Δx₂ = +Cδ₁.

Therefore

ΔP = −(e/S)(−Cδ₂a₁ + Cδ₁a₂) = −(eC/S)(δ₁a₂ − δ₂a₁).

To write this without components, use

b₁ = (2π/S) a₂×z, b₂ = (2π/S) z×a₁,

which satisfy the four conditions aᵢ·bⱼ = 2πδᵢⱼ. Since a₁ and a₂ are normal to z, z×(a₂×z) = a₂ and z×(z×a₁) = −a₁. Hence

z×Δk = (2π/S)(δ₁a₂ − δ₂a₁),

ΔP = −(eC/2π) z×Δk.

This proves the claim. Because Δk·(z×Δk) = 0, the change is perpendicular to the shift, even on an oblique lattice. This refers to the branch followed continuously as the origin moves. Adding a quantum eR/S can produce a parallel component.

Two limits show the structure. If C = 0, the polarization is independent of the origin up to a quantum. If Δk = b₁, then ΔP = −eCa₂/S, which is itself a multiple of a quantum: the cell has moved onto an equivalent cell. Intermediate shifts give intermediate values, so for C ≠ 0 the polarization has no origin-independent value, even modulo the quantum.

**5. What remains measurable**

Let the Hamiltonian depend on a slowly varying parameter λ(t) while the gap stays open. The velocity operator is (1/ħ)∂H/∂k. Its component in units of aᵢ is found by projecting on bᵢ/2π:

ẋᵢ = (1/2πħ) ∂ᵢH.

To first order in dλ/dt = λ̇, a filled state uₙ acquires an admixture cₘ of each empty state uₘ. Projecting the Schrödinger equation on uₘ gives

iħλ̇⟨uₘ|∂_λuₙ⟩ + Eₙcₘ = Eₘcₘ,

cₘ = iħλ̇⟨uₘ|∂_λuₙ⟩/(Eₘ − Eₙ).

Differentiating ⟨uₙ|H|uₘ⟩ = 0 gives

⟨uₙ|∂ᵢH|uₘ⟩ = (Eₙ − Eₘ)⟨∂ᵢuₙ|uₘ⟩.

The energy denominators cancel, and the first-order expectation value of ∂ᵢH is

2 Re Σₘ cₘ⟨uₙ|∂ᵢH|uₘ⟩ = 2ħλ̇ Im Σₘ ⟨∂ᵢuₙ|uₘ⟩⟨uₘ|∂_λuₙ⟩.

After summing over n, the sum over m may be extended to all states: the added terms with m filled are real for m = n and cancel in pairs otherwise. Completeness then gives ħλ̇Ω_λi, where

Ω_λi = ∂_λAᵢ − ∂ᵢA_λ = 2 Im Σₙ ⟨∂ᵢuₙ|∂_λuₙ⟩.

The zeroth-order velocity is the derivative of the summed band energy, which integrates to zero over a period. Thus the displacement carried by the current obeys

dxᵢ/dλ = (1/2π) ∫∫ Ω_λi ds₁ds₂.

The string phases give the same expression. For a fixed cell, dφ₁/dλ = ∮(Ω_λ1 + ∂₁A_λ)ds₁ = ∮Ω_λ1 ds₁, and similarly for φ₂. This justifies the name polarization for P. Since Ω_λi is periodic in k, the change along the path does not depend on k₀, provided the same k₀ is used at both ends.

A uniform electric field E gives a second case. It moves every wavevector according to ħdk/dt = −eE. Let λ run from 0 to 1 while all wavevectors move by Δk. Then ∂_λ = δ₁∂₁ + δ₂∂₂, so

Ω_λ1 = −δ₂Ω, Ω_λ2 = +δ₁Ω.

Integration gives Δx₁ = −Cδ₂ and Δx₂ = +Cδ₁, the same displacements as in part 4. The charge transported by the pulse is −(eC/2π)z×Δk. With Δk = −(e/ħ)∫E dt, this corresponds to the current density

J = (e²C/2πħ) z×E = (e²C/h) z×E.

The origin dependence is therefore the counterpart of the quantized Hall current. Labelling the same filled band by a shifted cell is only a change of description. Shifting the electrons with a field moves real charge, by the same amount.

**6. A honeycomb example**

Consider a honeycomb Haldane model with a₁ = (5, 0) nm and a₂ = (2.5, 4.330) nm, so S = 21.65 nm². The two sites of a cell lie at 0 and (a₁+a₂)/3. The Hamiltonian has diagonal elements m, −m and off-diagonal elements f, f*:

f = Σⱼ tⱼ exp(ik·dⱼ),
m = M − 2t′[sin k·a₁ + sin k·(a₂−a₁) − sin k·a₂].

The bonds are d₁ = (a₁+a₂)/3, d₂ = d₁ − a₁ and d₃ = d₁ − a₂, with tⱼ = 5, 4 and 3 meV. The second-neighbour hopping is t′ = 1 meV and the sublattice energy is M = 1 meV. The energies are ±√(m² + |f|²). The lower band is filled, the gap is 3.86 meV, and curvature integration gives C = −1.

The gap closes only where f = m = 0. At f = 0 the three terms of f form a closed triangle with sides 5, 4 and 3. The sines of its turning angles are 1, 3/5 and 4/5, and they sum to 2.4 in magnitude. There m = M ∓ 4.8 meV, so for M > 0 the gap closes only at M = 4.8 meV. At M = 8 meV, beyond this closing, the computed Chern number is 0.

Now shift the origin by a quarter of b₁:

Δk = (0.31416, −0.18138) nm⁻¹, z×Δk = (0.18138, 0.31416) nm⁻¹.

With C = −1 the prefactor −eC/2π is +0.15915e, and

ΔP = (0.0289, 0.0500) e/nm.

Its size is 0.0577 e/nm, or 9.25 pC/m. Direct evaluation of the string phases gives the same vector. As the origin moves along b₁ in quarter steps, x₁ stays at 0.6665 while x₂ falls from −0.3298 to −0.5798, −0.8298, −1.0798 and −1.3298. The full shift changes x₂ by −1, and P by the quantum ea₂/S, of size 0.231 e/nm.

The string phases do not wind uniformly. At s₂ = 0.37 the slope of φ₁ is 5.10 rad, against a mean of −2πC = 6.28 rad. At s₁ = 0.37 the slope of φ₂ is −8.61 rad, against a mean of −6.28 rad. Both local slopes agree with the integrated curvature, and the polarization change remains linear in the shift.

The shift law was also tested with t′ reversed (C = +1), with M = 8 meV (C = 0), and for two coupled unequal layers with two filled bands (C = −2). The largest deviation was 4 × 10⁻¹⁶ of a lattice vector. This rounding-level figure has a simple reason: each shift was a whole number of mesh steps, so both cells used equivalent k-points. What this test establishes is that the winding of the phases matches the Chern number found separately from the curvature.

The field pulse is a separate test, by direct integration of the time-dependent Schrödinger equation. A 10 ps pulse with Δk = 0.3b₁ − 0.2b₂ transports (0.08082, 0.06001) e/nm. The formula gives (0.08083, 0.06000) e/nm.

Finally, raise M slowly from 1 to 2.5 meV without a field. The gap stays open, since M remains below 4.8 meV. The current displaces the electrons by (−0.00022, 0.00524) in units of a₁ and a₂. The polarization difference at fixed origin gives the same values to the digits shown, both for k₀ = 0 and for k₀ = 0.3b₁ + 0.1b₂. This change is about 0.0012 e/nm. A quarter shift of b₁ between the two end states would add a term nearly fifty times larger that corresponds to no current.

**7. The example beside a real system**

The period and energy scale lie roughly in the regime of twisted bilayer MoTe₂, where holes rather than electrons can fill one spin- and valley-polarized band. The example, written for electrons, borrows only these scales. The values are round model parameters. The unequal hoppings remove the threefold symmetry, as strain would, but they are not fitted to a device. At 1 K, the model has 3 × 10⁻¹³ thermal electrons per cell in the upper band, which is negligible. The pulse has a peak field of 0.78 kV/cm. The Landau–Zener formula with the mean hopping gives a scale of 6.8 kV/cm for interband tunnelling. This is a rough estimate, because it uses the Dirac slope for equal hoppings, whereas here the smallest gap lies away from the points where f = 0. The steepest local slope at that gap lowers the scale to about 4.7 kV/cm, still well above the pulse field.

The independent-electron assumption is the weak one. With an assumed relative permittivity of 10, the Coulomb energy at one period is 28.8 meV, about 7.5 times the gap. The bands must therefore be read as effective mean-field bands, and the gap is not a prediction. Within that description, a change of band parameters does not alter the 9.25 pC/m while the gap stays open, C stays −1 and the lattice is fixed. For the same fractional shift, the result scales as the inverse of the period. Disorder is not included, and its effect has not been estimated.

The derivation fails if the gap closes or a band is partly filled, because the filled states then no longer vary smoothly over the whole cell. It concerns the periodic bulk and does not determine the dipole of a finite flake. The numerical output below lists the remaining values.

Table of computed values

```
lattice period: 5.0 nm; cell area: 21.6506 nm^2
neighbour hoppings: 5.0, 4.0, 3.0 meV
second-neighbour hopping: 1.0 meV, phase pi/2
sublattice energy: 1.0 meV; band gap: 3.862 meV
length of b1: 1.45104 nm^-1
Chern number, example: -1.000000
Chern number, reversed second-neighbour hopping: 1.000000
Chern number, large sublattice energy (8 meV): 0.000000
Chern number, coupled bilayer, two filled bands: -2.000000
largest error of shift law, all cases: 4.4e-16 lattice vectors
string phase 1 slope at 0.37: 5.0986 rad; from curvature: 5.0986 rad
string phase 2 slope at 0.37: -8.6062 rad; from curvature: -8.6059 rad
origin 0.00 b1: x1, x2 = 0.66652, -0.32979 (dimensionless)
  electronic Px, Py = -0.11585, 0.06596 e/nm
origin 0.25 b1: x1, x2 = 0.66652, -0.57979 (dimensionless)
  electronic Px, Py = -0.08698, 0.11596 e/nm
origin 0.50 b1: x1, x2 = 0.66652, -0.82979 (dimensionless)
  electronic Px, Py = -0.05811, 0.16596 e/nm
origin 0.75 b1: x1, x2 = 0.66652, -1.07979 (dimensionless)
  electronic Px, Py = -0.02924, 0.21596 e/nm
origin 1.00 b1: x1, x2 = 0.66652, -1.32979 (dimensionless)
  electronic Px, Py = -0.00038, 0.26596 e/nm
shift 0.25 b1: dk = 0.31416, -0.18138 nm^-1
  change of P, overlaps: 0.02887, 0.05000 e/nm
  change of P, formula: 0.02887, 0.05000 e/nm
  size of change: 0.05774 e/nm = 9.250 pC/m
polarization quantum e|a2|/S: 0.23094 e/nm
shift 0.3 b1 - 0.2 b2: dk = 0.37699, -0.50786 nm^-1
  change of P, overlaps: 0.08083, 0.06000 e/nm
  change of P, formula: 0.08083, 0.06000 e/nm
  charge moved by field pulse: 0.08082, 0.06001 e/nm
pulse duration: 10 ps; peak field: 0.781 kV/cm
sublattice energy raised to 2.5 meV; gap 3.071 meV
  pumped x1, x2: -0.000221, 0.005243 (dimensionless)
  fixed origin (0, 0): -0.000218, 0.005240 (dimensionless)
  fixed origin (0.3, 0.1): -0.000218, 0.005240 (dimensionless)
temperature: 1.0 K; kT: 0.0862 meV
thermal electrons in upper band: 2.6e-13 per cell
interband tunnelling field scale: 6.8 kV/cm
relative permittivity assumed: 10
Coulomb energy at one period: 28.8 meV; ratio to gap: 7.46
```
